# What grid does the exchange energy need in a plane-wave basis?: a numerical check

```python
"""
Result under test: orbitals with plane waves |m| <= M have pair densities
with |n| <= 2M. An odd grid of N >= 4M+1 points gives their exchange energy
without error. A smaller grid, N >= 2M+1, makes a truncation error and an
aliasing error; under a shift t of the orbitals against the grid the total
error is a constant plus one harmonic of period L/N.

Symbols (hartree atomic units):
  L cell length, g_n = 2 pi n / L, c[m, i] orbital coefficients,
  phi_i(x) = L**-0.5 sum_m c[m, i] exp(i g_m x),
  rho_ij(n) Fourier coefficient of conj(phi_i) phi_j,
  v(x) = V0 exp(-KAPPA |x|), closed-shell exchange energy
  E_x = -sum_ij double integral of conj(rho_ij(x)) v(x-x') rho_ij(x').
"""
import numpy as np

L = 10.0
M = 6
V0 = 1.0
KAPPA = 0.5
NOCC = 2
WELL_DEPTH = (3.0, 2.5)
WELL_CENTRE = (4.0, 5.6)
WELL_WIDTH = 0.5
FINE = 101
modes = np.arange(-M, M + 1)


def v_fourier(n):
    g = 2 * np.pi * np.asarray(n) / L
    return 2 * V0 * KAPPA / (KAPPA**2 + g**2)


def model_orbitals():
    """Lowest eigenvectors for two periodic Gaussian wells."""
    g = 2 * np.pi * modes / L
    dg = g[:, None] - g[None, :]
    h = np.diag(g**2 / 2).astype(complex)
    for depth, centre in zip(WELL_DEPTH, WELL_CENTRE):
        area = depth * WELL_WIDTH * np.sqrt(2 * np.pi)
        h -= area / L * np.exp(-(WELL_WIDTH * dg)**2 / 2 - 1j * dg * centre)
    energies, vectors = np.linalg.eigh(h)
    return energies, vectors[:, :NOCC]


def orbitals_at(c, x):
    return np.exp(2j * np.pi * np.outer(x, modes) / L) @ c / np.sqrt(L)


def sampled_pairs(c, npts, shift=0.0):
    """Pair-density coefficients as a grid calculation finds them."""
    phi = orbitals_at(c, np.arange(npts) * L / npts - shift)
    pair = phi.conj()[:, :, None] * phi[:, None, :]
    n = np.rint(np.fft.fftfreq(npts) * npts).astype(int)
    return n, np.fft.fft(pair, axis=0) / npts


def grid_energy(c, npts, shift=0.0, keep=None):
    n, rho = sampled_pairs(c, npts, shift)
    weight = v_fourier(n)
    if keep is not None:
        weight = np.where(abs(n) <= keep, weight, 0.0)
    return -L * np.sum(weight[:, None, None] * abs(rho)**2)


def real_space_energy(c):
    """Double integral with the density matrix and summed images of v."""
    nodes, weights = np.polynomial.legendre.leggauss(100)
    distance = (nodes + 1) * L / 2
    weights = weights * L / 2
    images = np.arange(-20, 21) * L
    x = np.arange(80) * L / 80
    phi = orbitals_at(c, x)
    total = 0.0
    for u, w in zip(distance, weights):
        gamma = np.sum(phi * orbitals_at(c, x + u).conj(), axis=1)
        kernel = V0 * np.sum(np.exp(-KAPPA * abs(u + images)))
        total -= w * kernel * np.sum(abs(gamma)**2) * L / 80
    return total


def convolution_pairs(c):
    """Dictionary n -> matrix rho_ij(n) from the coefficient sum."""
    rho = {}
    for n in range(-2 * M, 2 * M + 1):
        mat = np.zeros((c.shape[1], c.shape[1]), dtype=complex)
        for m in range(-M, M + 1):
            if abs(m + n) <= M:
                mat += np.outer(c[m + M].conj(), c[m + n + M])
        rho[n] = mat / L
    return rho


def predicted_errors(rho, npts):
    """Truncation, shift-averaged aliasing, and harmonic coefficient Z."""
    half = (npts - 1) // 2
    trunc, alias_mean, z = 0.0, 0.0, 0.0j
    for q in range(half + 1, 2 * M + 1):
        size = np.sum(abs(rho[q])**2) + np.sum(abs(rho[-q])**2)
        trunc += L * v_fourier(q) * size
        alias_mean -= L * v_fourier(npts - q) * size
        z += v_fourier(npts - q) * np.sum(rho[q - npts].conj() * rho[q])
    return trunc, alias_mean, z


def check_and_measure(c):
    reference = real_space_energy(c)
    rho = convolution_pairs(c)
    n_fine, rho_fine = sampled_pairs(c, FINE)
    for n, mat in zip(n_fine, rho_fine):
        expected = rho[n] if abs(n) <= 2 * M else np.zeros_like(mat)
        assert np.allclose(mat, expected, rtol=0, atol=1e-13)
    edge = np.outer(c[0].conj(), c[-1]) / L
    top = rho_fine[list(n_fine).index(2 * M)]
    assert np.allclose(top, edge, rtol=0, atol=1e-13)
    assert np.max(abs(top)) > 1e-7

    rows = []
    for npts in range(2 * M + 1, 4 * M + 2, 2):
        half = (npts - 1) // 2
        trunc_p, alias_p, z = predicted_errors(rho, npts)
        trunc = grid_energy(c, FINE, keep=half) - reference
        total = grid_energy(c, npts) - reference
        assert abs(trunc - trunc_p) < 1e-12
        harmonic = -4 * L * z.real
        assert abs(total - (trunc_p + alias_p + harmonic)) < 1e-12

        shifts = np.arange(8) * L / (8 * npts)
        errors = np.array([grid_energy(c, npts, t) for t in shifts])
        spectrum = np.fft.fft(errors - reference) / 8
        mean, amplitude = spectrum[0].real, 2 * abs(spectrum[1])
        assert abs(mean - (trunc_p + alias_p)) < 1e-12
        assert abs(amplitude - 4 * L * abs(z)) < 1e-12
        assert np.max(abs(spectrum[2:5])) < 1e-12
        wave = np.exp(-2j * np.pi * npts * shifts / L)
        curve = trunc_p + alias_p - 4 * L * (z * wave).real
        assert np.allclose(errors - reference, curve, rtol=0, atol=1e-12)

        clean = min(npts - 2 * M - 1, half)
        filtered = grid_energy(c, npts, keep=clean) - reference
        direct = grid_energy(c, FINE, keep=clean) - reference
        moved = grid_energy(c, npts, 0.137, keep=clean) - reference
        assert abs(filtered - direct) < 1e-12
        assert abs(filtered - moved) < 1e-12
        if npts < 4 * M + 1:
            assert trunc > 0 and mean < 0 and filtered > 0
            assert amplitude > 1e-11
        else:
            assert np.max(abs(errors - reference)) < 1e-12
        rows.append((npts, half, trunc, total - trunc, total,
                     mean, amplitude, clean, filtered))
    return reference, rho, rows


levels, orbitals = model_orbitals()
energy, pairs, table = check_and_measure(orbitals)

# General complex orbitals, with no reflection or reality condition.
rng = np.random.default_rng(4)
raw = rng.normal(size=(2 * M + 1, 3)) + 1j * rng.normal(size=(2 * M + 1, 3))
check_and_measure(np.linalg.qr(raw)[0])

# Orthonormality survives on 2M+1 points and fails on 2M points.
overlap_error = {}
for count in (2 * M, 2 * M + 1):
    values = orbitals_at(orbitals, np.arange(count) * L / count)
    overlap = values.conj().T @ values * L / count
    overlap_error[count] = np.max(abs(overlap - np.eye(NOCC)))
assert overlap_error[2 * M + 1] < 1e-12
assert overlap_error[2 * M] > 1e-7

# Occupied plane waves |m| <= 1 do not need the doubled basis cutoff.
plane = np.eye(2 * M + 1, dtype=complex)[:, M - 1:M + 2]
assert abs(grid_energy(plane, 2 * M + 1) - real_space_energy(plane)) < 1e-12

# One-component estimate on the largest reduced grid.
w_plus = np.sum(abs(orbitals[-1])**2)
w_minus = np.sum(abs(orbitals[0])**2)
v_top, v_fold = v_fourier(2 * M), v_fourier(2 * M - 1)
hand_trunc = 2 / L * v_top * w_plus * w_minus
hand_mean = -2 / L * (v_fold - v_top) * w_plus * w_minus
assert abs(hand_trunc - table[-2][2]) < 1e-12
assert abs(hand_mean - table[-2][5]) < 1e-12

g_cut = 2 * np.pi * M / L
print(f"cell length L = {L:.1f} bohr; orbital cutoff index M = {M}")
print(f"v0 = {V0:.1f} hartree; kappa = {KAPPA:.1f} 1/bohr")
print(f"well depths = {WELL_DEPTH[0]:.1f}, {WELL_DEPTH[1]:.1f} hartree")
print(f"well centres = {WELL_CENTRE[0]:.1f}, {WELL_CENTRE[1]:.1f} bohr")
print(f"well Gaussian width = {WELL_WIDTH:.1f} bohr")
print(f"doubly occupied orbitals = {NOCC}")
print(f"lowest three levels = {levels[0]:.4f}, {levels[1]:.4f}, "
      f"{levels[2]:.4f} hartree")
print(f"orbital wavevector cutoff = {g_cut:.4f} 1/bohr")
print(f"pair wavevector cutoff = {2 * g_cut:.4f} 1/bohr")
print(f"orbital kinetic cutoff = {g_cut**2 / 2:.4f} hartree")
print(f"pair kinetic cutoff = {(2 * g_cut)**2 / 2:.4f} hartree")
print(f"|L rho_11(2M)| = {abs(L * pairs[2 * M][0, 0]):.4e} (no unit)")
print(f"reference exchange energy = {energy:.8f} hartree")
print(f"overlap error, N={2 * M}: {overlap_error[2 * M]:.3e} (no unit)")
print("errors at shift t = 0, in hartree:")
print(" N  K  truncation    aliasing       total")
for r in table[:-1]:
    print(f"{r[0]:2d} {r[1]:2d} {r[2]:11.3e} {r[3]:11.3e} {r[4]:11.3e}")
print("total error under shifts, and filtered error, in hartree:")
print(" N  mean         amplitude    clean |n|  filtered")
for r in table[:-1]:
    print(f"{r[0]:2d} {r[5]:11.3e} {r[6]:11.3e} {r[7]:6d} {r[8]:13.3e}")
print(f"N={table[-1][0]}: |total error| < 1e-12 hartree at all "
      "tested shifts")
print(f"relative error, N={table[0][0]}, t=0: "
      f"{100 * abs(table[0][4] / energy):.4f} percent")
print(f"edge weights w+, w- = {w_plus:.5e}, {w_minus:.5e} (no unit)")
print(f"v_11 = {v_fold:.6f}, v_12 = {v_top:.6f} hartree bohr")
print(f"hand truncation, N={4 * M - 1}: {hand_trunc:.3e} hartree")
print(f"hand mean error, N={4 * M - 1}: {hand_mean:.3e} hartree")
print("no test failed")
```

Running it gives:

```
cell length L = 10.0 bohr; orbital cutoff index M = 6
v0 = 1.0 hartree; kappa = 0.5 1/bohr
well depths = 3.0, 2.5 hartree
well centres = 4.0, 5.6 bohr
well Gaussian width = 0.5 bohr
doubly occupied orbitals = 2
lowest three levels = -1.9148, -1.1101, 0.0038 hartree
orbital wavevector cutoff = 3.7699 1/bohr
pair wavevector cutoff = 7.5398 1/bohr
orbital kinetic cutoff = 7.1061 hartree
pair kinetic cutoff = 28.4245 hartree
|L rho_11(2M)| = 9.0706e-04 (no unit)
reference exchange energy = -1.55409261 hartree
overlap error, N=12: 2.928e-04 (no unit)
errors at shift t = 0, in hartree:
 N  K  truncation    aliasing       total
13  6   2.000e-04  -1.496e-03  -1.296e-03
15  7   3.083e-05  -3.783e-04  -3.475e-04
17  8   3.994e-06  -1.221e-05  -8.216e-06
19  9   4.126e-07   3.216e-06   3.628e-06
21 10   3.782e-08   8.000e-08   1.178e-07
23 11   3.002e-09  -2.022e-08  -1.722e-08
total error under shifts, and filtered error, in hartree:
 N  mean         amplitude    clean |n|  filtered
13  -1.195e-04   4.741e-03      0     7.541e-01
15  -1.387e-05   3.750e-04      2     6.956e-02
17  -1.422e-06   4.181e-05      4     5.661e-03
19  -1.237e-07   5.182e-06      6     2.000e-04
21  -9.583e-09   2.044e-07      8     3.994e-06
23  -5.677e-10   2.120e-08     10     3.782e-08
N=25: |total error| < 1e-12 hartree at all tested shifts
relative error, N=13, t=0: 0.0834 percent
edge weights w+, w- = 9.25815e-04, 9.25815e-04 (no unit)
v_11 = 0.020825, v_12 = 0.017513 hartree bohr
hand truncation, N=23: 3.002e-09 hartree
hand mean error, N=23: -5.677e-10 hartree
no test failed
```
